\section*{Film conductivity as a kernel average of the mean-free-path accumulation function}

\section{What the measurement contains}

\textbf{Q:} I measure the heat conductivity of a film and get one number per thickness. How can that number know anything about the mean free paths in the bulk solid?

\textbf{A:} Through the walls, which shorten long paths more than short ones. First the bulk. I use atomic units with temperature measured as an energy, so $\hbar=k_B=1$. Take an isotropic solid in the relaxation-time approximation, with a weak uniform temperature gradient $T'$ along $y$. A mode of frequency $\omega$, velocity $\mathbf v$ and relaxation time $\tau$ has occupation $n_0+\delta n$, where $n_0$ is the Bose function. To first order in $T'$ the steady Boltzmann equation is
\begin{equation}
v_y\frac{\partial n_0}{\partial T}T'=-\frac{\delta n}{\tau}
\quad\Rightarrow\quad
\delta n=-v_y\tau\frac{\partial n_0}{\partial T}T'.
\end{equation}
The heat flux is $V^{-1}\sum\omega v_y\delta n=-\kappa T'$. With the mode heat capacity $c=\omega\,\partial n_0/\partial T$, the path $\Lambda=v\tau$ and the isotropic average $v_y^2\to v^2/3$,
\begin{equation}
\kappa=\frac1V\sum c\,v_y^2\tau=\frac{1}{3V}\sum c\,v\Lambda .
\label{bulk}
\end{equation}
Let $\alpha(\Lambda)$ be the fraction of this sum carried by modes with paths up to $\Lambda$. This is the accumulation function. It never decreases, and it runs from $\alpha(0)=0$ to $\alpha(\infty)=1$.

Suppose that in a film of thickness $d$ the modes of path $\Lambda$, taken together over all directions, keep a fraction $S$ of their bulk contribution, and that $S$ depends on $\Lambda/d$ alone. Single directions may keep more or less than this average. Then
\begin{equation}
R(d)\equiv\frac{\kappa(d)}{\kappa}=\int_0^\infty S(\Lambda/d)\,d\alpha(\Lambda).
\label{def}
\end{equation}

\textbf{Q:} That contains the derivative of $\alpha$, which may be a forest of spikes. Can you get $\alpha$ itself?

\textbf{A:} Yes, by moving the derivative onto $S$. Let $S$ be smooth with $S(0)=1$ and $S(\infty)=S_\infty$, and let $K(x)=-S'(x)$ be absolutely integrable. On a finite interval,
\begin{equation}
\int_a^b S\,d\alpha=S(b/d)\alpha(b)-S(a/d)\alpha(a)
+\int_a^b\alpha(\Lambda)K(\Lambda/d)\frac{d\Lambda}{d}.
\end{equation}
The last sign is positive because $dS(\Lambda/d)/d\Lambda=-K(\Lambda/d)/d$. As $a\to0$ the lower boundary term vanishes with $\alpha(a)$. As $b\to\infty$ the upper one tends to $S_\infty$, and the integral converges because $0\le\alpha\le1$. Setting $\Lambda=xd$,
\begin{equation}
R(d)=S_\infty+\int_0^\infty K(x)\,\alpha(xd)\,dx .
\label{main}
\end{equation}

\textbf{Q:} And if $\alpha$ is a staircase, as for a finite set of modes?

\textbf{A:} Then write $S(\Lambda/d)-S_\infty=\int_{\Lambda/d}^\infty K(x)\,dx$ in Eq.~(\ref{def}) and exchange the integrations, which is allowed because $|K|$ is integrable and $\alpha$ has total weight one:
\begin{equation}
R-S_\infty=\int_0^\infty dx\,K(x)\int_{\Lambda\le xd}d\alpha(\Lambda)
=\int_0^\infty K(x)\alpha(xd)\,dx .
\end{equation}
No derivative of $\alpha$ is needed. For three groups of modes with paths 50, 400 and 9000~\AA\ and shares 0.2, 0.5 and 0.3, and with the $S$ derived in the next section, both sides give $R=0.690$ at $d=1000$~\AA.

\textbf{Q:} Is the result an average of $\alpha$? There is a stray constant, and $K$ might be negative.

\textbf{A:} The total weight of $K$ is $S(0)-S(\infty)=1-S_\infty$. Equation~(\ref{main}) is therefore an average of $\alpha$ if $S_\infty=0$ and $S$ never increases. The constant matters: perfectly specular walls leave the heat flow along the film untouched, so $S=1$, $K=0$, and the whole result $R=1$ is the boundary term. Whether the conditions hold has to be found from the transport problem.

\section{The kernel of a film with diffuse walls}

\textbf{Q:} Then solve it. Why should a mode's suppression not depend on all the other modes?

\textbf{A:} Let the film fill $0<z<1$, with $z$ in units of $d$, and let heat flow along $y$, parallel to the walls. Write $\delta n=-v_y\tau(\partial n_0/\partial T)T'g$, so that $g=1$ in the bulk. The Boltzmann equation gains the drift term $(v_z/d)\,\partial\delta n/\partial z$. Dividing by the common factor, and using $v_z\tau/d=x\mu$ with $x=\Lambda/d$ and $\mu$ the cosine to the film normal,
\begin{equation}
x\mu\frac{dg}{dz}=1-g .
\label{transport}
\end{equation}
Relaxation drives each mode towards equilibrium at the local temperature, which energy conservation fixes. The deviation $\delta n$ is odd in $v_y$, so its sum over directions vanishes at every frequency and the local temperature is not shifted. This is why the modes do not couple. For the same reason a diffuse wall, which sends phonons out evenly in azimuth, receives no net deviation and emits the equilibrium distribution: $g=0$ on leaving a wall.

For $\mu>0$ the solution is $g=1-e^{-z/(x\mu)}$. With $u=1/(x\mu)$ its average over the thickness is
\begin{equation}
\int_0^1 g\,dz=1-x\mu\,(1-e^{-u}).
\end{equation}
Modes with $\mu<0$ give the same by reflection. The azimuthal average of $v_y^2$ is $v^2(1-\mu^2)/2$, so directions carry the weight $1-\mu^2$, whose integral over $0<\mu<1$ is $2/3$. Hence
\begin{align}
S(x)&=\frac32\int_0^1(1-\mu^2)\left[1-x\mu(1-e^{-u})\right]d\mu\nonumber\\
&=1-\frac{3x}{2}\int_0^1(\mu-\mu^3)(1-e^{-u})\,d\mu .
\label{S}
\end{align}
A finite-difference solution of Eq.~(\ref{transport}) gives the same $S$ to within $10^{-5}$ at $x=0.1$, 1 and 10, where $S=0.963$, 0.684 and 0.209.

\textbf{Q:} Is $K$ positive?

\textbf{A:} Since $du/dx=-u/x$,
\begin{equation}
\frac{d}{dx}\left[x(1-e^{-u})\right]=1-e^{-u}+x e^{-u}\frac{du}{dx}
=1-(1+u)e^{-u}\equiv B(u),
\end{equation}
\begin{equation}
K(x)=\frac32\int_0^1(\mu-\mu^3)\,B(u)\,d\mu .
\label{K}
\end{equation}
For $u>0$, $e^u>1+u$, so $B>0$ and $K>0$. For $x\to0$, $u\to\infty$ and $B\to1$, so $K(0)=\frac32(\frac12-\frac14)=\frac38$. A short path therefore loses little: $S\approx1-3x/8$.

\textbf{Q:} And the stray constant?

\textbf{A:} Put $h(u)=1-(1-e^{-u})/u$, which is the bracket in the first line of Eq.~(\ref{S}). It lies between 0 and 1 and tends to zero as $x\to\infty$ at every $\mu>0$, so $S_\infty=0$.

The approach to zero is slow. With $\delta=1/x\ll1$, split the weight $1-\mu^2$. In the $\mu^2$ part $h\approx u/2=\delta/(2\mu)$ suffices, and it gives $\int_0^1\mu^2h\,d\mu\approx\delta/4$. In the other part set $\mu=\delta/u$ and integrate by parts twice:
\begin{align}
\int_0^1h\,d\mu&=\delta\int_\delta^\infty\frac{u-1+e^{-u}}{u^3}\,du\nonumber\\
&=\delta\left[\frac{\delta-1+e^{-\delta}}{2\delta^2}
+\frac{1-e^{-\delta}}{2\delta}
+\frac12\int_\delta^\infty\frac{e^{-u}}{u}\,du\right]\nonumber\\
&\approx\delta\left[\frac14+\frac12+\frac12(\ln x-\gamma)\right].
\end{align}
The last integral is the exponential integral, which is $-\ln\delta-\gamma$ for small $\delta$, with $\gamma$ Euler's constant. Subtracting $\delta/4$ and multiplying by $3/2$,
\begin{equation}
S(x)\approx\frac{3}{4x}(\ln x+1-\gamma),\qquad x\gg1 .
\end{equation}
The logarithm comes from $h\approx\delta/(2\mu)$, which holds for $\mu\gg\delta$: every decade of $\mu$ between $1/x$ and 1 adds about the same amount to $\int h\,d\mu$. The range ends at $\mu\sim1/x$, where modes travel so nearly parallel to the film that they scatter before meeting a wall; these add only a term of order $1/x$.

\section{How sharply does a film see a path length?}

\textbf{Q:} Then may I read $R(d)$ as $\alpha(d)$?

\textbf{A:} As a rough estimate at best. The kernel is wide: 10, 50 and 90\% of its weight lie below $x=0.27$, 2.20 and 28.5. The middle 80\% thus spans a factor of about 106 in path length. Steps of $\alpha$ narrower than that are smeared out.

\textbf{Q:} Why quantiles and not a mean and a variance?

\textbf{A:} The mean does not exist. For large $x$ and $\mu>\frac12$, $B\approx u^2/2=1/(2x^2\mu^2)$, so $K$ falls no faster than $1/x^2$ and $\int xK\,dx$ diverges. The powers $x^{-q}$ with $-1<q<1$ do have finite averages. At fixed $\mu$, use $x=1/(\mu u)$ and $|dx|=du/(\mu u^2)$ in Eq.~(\ref{K}):
\begin{equation}
M_q\equiv\int_0^\infty x^{-q}K\,dx
=\frac32\int_0^1(\mu-\mu^3)\mu^{q-1}d\mu\int_0^\infty u^{q-2}B(u)\,du .
\end{equation}
The first integral is $1/(q+1)-1/(q+3)=2/[(q+1)(q+3)]$. For the second, $B'=ue^{-u}$, and integration by parts gives
\begin{equation}
\int_0^\infty u^{q-2}B\,du=\left[\frac{u^{q-1}B}{q-1}\right]_0^\infty
+\frac{1}{1-q}\int_0^\infty u^{q}e^{-u}du=\frac{\Gamma(q+1)}{1-q}.
\end{equation}
The boundary term vanishes at zero for $q>-1$, because $B\approx u^2/2$ there, and at infinity for $q<1$. So
\begin{equation}
M_q=\frac{3\,\Gamma(q+1)}{(1-q)(1+q)(3+q)},\qquad -1<q<1 .
\label{M}
\end{equation}
At $q=0$ this is 1, the required weight. At $q=\frac12$ it is 1.013.

\textbf{Q:} With so wide a kernel, does one measurement tell me anything firm?

\textbf{A:} It gives bounds, because $\alpha$ is monotone. Cut the integral at any $X$. Below the cut $0\le\alpha(xd)\le\alpha(Xd)$, and the kernel weight there is $1-S(X)$. Above it $\alpha(Xd)\le\alpha(xd)\le1$, with weight $S(X)$. Therefore
\begin{equation}
\alpha(Xd)\,S(X)\le R(d)\le\alpha(Xd)\,[1-S(X)]+S(X).
\end{equation}
At the median, $X=2.20$ and $S=\frac12$, this becomes $2R-1\le\alpha(2.20\,d)\le2R$, to be combined with $0\le\alpha\le1$.

\section{A model solid}

\textbf{Q:} Show me numbers, with an $\alpha$ that you know.

\textbf{A:} Take three equal Debye branches with $\hbar v=0.03$~eV\,\AA, Debye energy $E_D=0.04$~eV and $k_BT=0.025$~eV. Let $\Lambda=\Lambda_D(E_D/E)^2$ with $\Lambda_D=100$~\AA. These are round model parameters, not those of a material. Each branch has $E^2/(2\pi^2v^3)$ modes per volume and energy, so Eq.~(\ref{bulk}) gives
\begin{equation}
\kappa=\frac33\int_0^{E_D}\frac{E^2}{2\pi^2v^3}\,c\,v\,\Lambda_D\frac{E_D^2}{E^2}\,dE
=\frac{\Lambda_DE_D^2H(E_D)}{2\pi^2v^2},
\end{equation}
where
\begin{equation}
H(E)=\int_0^E c(E')\,dE',\qquad
c(E)=\left[\frac{E/2T}{\sinh(E/2T)}\right]^2 .
\end{equation}
With $H(E_D)=0.03736$~eV,
\begin{equation}
\frac{\hbar\kappa}{k_B}=\frac{100\times0.04^2\times0.03736}{2\pi^2\times0.03^2}
=0.3365\ \mathrm{eV/\AA},
\end{equation}
or 70.6~W/(m\,K). A direct sum over wave vectors agrees to 0.4\%. Paths up to $\Lambda$ belong to energies above $E_D\sqrt{\Lambda_D/\Lambda}$, so
\begin{equation}
\alpha(\Lambda)=1-\frac{H\!\left(E_D\sqrt{\Lambda_D/\Lambda}\right)}{H(E_D)}
\quad(\Lambda\ge\Lambda_D),
\label{alpha}
\end{equation}
and $\alpha=0$ below $\Lambda_D$. The films then give
\begin{center}
\begin{tabular}{rcccc}
$d$ (\AA) & $R(d)$ & $\alpha(d)$ & $\alpha(2.20\,d)$ & bounds on the latter\\
100 & 0.338 & 0 & 0.300 & 0 to 0.676\\
1000 & 0.704 & 0.664 & 0.772 & 0.407 to 1\\
10000 & 0.896 & 0.893 & 0.928 & 0.793 to 1\\
100000 & 0.966 & 0.966 & 0.977 & 0.932 to 1
\end{tabular}
\end{center}
Summing $S$ over the modes and averaging $\alpha$ with $K$ give the same $R$ to within $5\times10^{-6}$, a tolerance set by the cut-off of the kernel integral. At 1000~\AA\ the film conductivity is $0.704\times0.3365=0.237$~eV/\AA, or 49.7~W/(m\,K).

\textbf{Q:} At 100~\AA\ the reading $R=\alpha(d)$ is useless, yet in thick films it looks perfect. You said it was rough.

\textbf{A:} In the thinnest film every path is at least as long as $d$, so $\alpha(d)=0$, but the modes still carry heat between wall collisions. In thick films $R$ and $\alpha$ both tend to one for any spectrum, but that their deficits from one also nearly agree is a property of this spectrum. For small $E$, $c\to1$ and $H(E)\approx E$, so Eq.~(\ref{alpha}) gives $1-\alpha(\Lambda)\approx A\sqrt{\Lambda_D/\Lambda}$ with $A=E_D/H(E_D)=1.071$. As $K$ has weight one,
\begin{equation}
1-R(d)=\int_0^\infty K(x)[1-\alpha(xd)]\,dx\approx A\,M_{1/2}\sqrt{\Lambda_D/d}.
\label{thick}
\end{equation}
To leading order the deficits $1-R(d)$ and $1-\alpha(d)$ differ by the factor $M_{1/2}=1.013$, which happens to lie near one. The films in the table have not reached this limit: their ratio is 0.969 at $10^4$~\AA\ and 0.999 at $10^5$~\AA. For a tail $1-\alpha\propto\Lambda^{-1/4}$ the factor would be $M_{1/4}=0.892$.

\textbf{Q:} How good is the square-root law?

\textbf{A:} At $d=10^6$~\AA\ the deficit is 0.01080 and the law gives 0.01084. At $10^8$~\AA\ they are 0.001084 and 0.001084. The law lies above the true deficit for two reasons. It uses $A\sqrt{\Lambda_D/(xd)}>1$ for $x<\Lambda_D/d$, where $1-\alpha$ is 1, and it replaces $H(E)$ by the larger $E$ elsewhere. The first error is an integral over a range of length $\Lambda_D/d$ and is of that order. The second has an integrand proportional to $K(x)(\Lambda_D/xd)^{3/2}$, dominated by its lower end $x=\Lambda_D/d$, and is of the same order.

A solid with a single path $\Lambda\ll d$ would have the deficit $3\Lambda/(8d)$. Here one cannot insert a mean path in that formula: $d\alpha\propto\Lambda^{-3/2}d\Lambda$ at large $\Lambda$, so the mean diverges. Where the square-root law holds, a film 100 times thicker reduces the deficit by 10, not by 100. Between the films of 100 and $10^4$~\AA\ in the table, which are too thin for the law, the factor is only 6.4. The law is a statement about this model. It rests on modes with $\Lambda\sim d$, which at $d=10^6$~\AA\ have $E\approx4\times10^{-4}$~eV and a wavelength near 470~\AA. It assumes that the walls are fully diffuse for them and that $\Lambda\propto E^{-2}$ continues to such energies. A real smooth surface reflects long waves largely specularly, and other damping can cut the path law off, so a real film need not follow it.

\section{Where the result fails}

\textbf{Q:} Suppose two solids have the same $\alpha$. Must their films agree?

\textbf{A:} Not if the walls distinguish modes by something other than $\Lambda/d$. Let two groups of modes, with paths 100 and 10000~\AA, carry half the heat each, and take $d=1000$~\AA. If the walls are specular for the long paths and diffuse for the short ones,
\begin{equation}
R=\tfrac12\,[S(0.1)+1]=\tfrac12(0.9625+1)=0.981 .
\end{equation}
With the roles exchanged,
\begin{equation}
R=\tfrac12\,[1+S(10)]=\tfrac12(1+0.2091)=0.605 .
\end{equation}
The accumulation function is the same in both cases, so no single kernel can serve both.

\textbf{Q:} May I use your $K$ for heat flowing across the film?

\textbf{A:} No. The decoupling relied on a deviation odd in $v_y$ and on walls that respect this symmetry. When heat flows along $z$, the walls break the symmetry between $v_z$ and $-v_z$, the local temperature can shift, and it then depends on all modes together. A universal $S(\Lambda/d)$ is not assured. Collisions that conserve crystal momentum are a second danger even for flow along the film: they relax the modes towards a drifting distribution. Its deviation from equilibrium is itself odd in $v_y$, so symmetry does not remove it, and the common drift couples the modes.

\textbf{Q:} And your thinnest film? You treated phonons as particles in 100~\AA.

\textbf{A:} The wavelength $2\pi\hbar v/E$ exceeds 100~\AA\ for $E<2\pi\times0.03/100=0.0019$~eV. With $c\approx1$ these modes carry about $0.0019/0.0374$, or 5\%, of the bulk conductivity. In the 100~\AA\ film the model leaves them only about 0.06\% of the heat flow, because their paths are so long. But that small share is itself a result of the particle picture, which is not justified for them. The first row of the table is therefore the value of this transport model and not a prediction to three digits. The complete set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
hbar*v = 0.03 eV angstrom; Debye energy = 0.04 eV
k_B*T = 0.025 eV; shortest mean free path = 100 angstrom
x, S from transport solution, S formula, K (dimensionless):
    0.1  0.96250  0.96250  0.37499
    1.0  0.68386  0.68386  0.22249
   10.0  0.20913  0.20913  0.01387
S(10000) = 7.2249e-04; thin-film law = 7.2248e-04
kernel weight, numerical = 0.999999
moment q=1/2: numerical 1.01283, formula 1.01283
moment q=1/4: numerical 0.89246, formula 0.89246
x at 10, 50, 90 % of kernel weight = 0.2676, 2.1951, 28.4549
heat integral H(E_D) = 0.037359 eV; E_D/H(E_D) = 1.07069
bulk hbar*kappa/k_B: formula 0.33647, wave-vector sum 0.33516 eV/angstrom
bulk kappa = 70.58 W/(m K)
alpha(1000 angstrom): formula 0.6638, wave-vector sum 0.6665
d (angstrom), R from modes, R from alpha, alpha(d), alpha(x50*d),
  lower and upper bound on alpha(x50*d):
      100  0.33824  0.33824  0.00000  0.29996  0.0000  0.6765
     1000  0.70375  0.70374  0.66381  0.77221  0.4075  1.0000
    10000  0.89634  0.89634  0.89301  0.92776  0.7927  1.0000
   100000  0.96619  0.96619  0.96614  0.97715  0.9324  1.0000
d (angstrom), film hbar*kappa/k_B (eV/angstrom):
      100  0.11381
     1000  0.23679
    10000  0.30159
   100000  0.32509
film kappa at d = 1000 angstrom: 49.67 W/(m K)
three modes: mean free paths (angstrom) [  50.  400. 9000.] shares [0.2 0.5 0.3]
  d = 1000 angstrom: R from modes 0.68981, from staircase 0.68981
S = 0.2 + 0.8/(1+x^2), d = 1000 angstrom: R = 0.70644, kernel part = 0.50644
two equal modes, 100 and 10000 angstrom, d = 1000 angstrom:
  R = 0.9813 (long mode specular), 0.6046 (short mode specular)
thick film: d (angstrom), 1-R from modes, square-root law:
  1e+06  1.0796e-02  1.0844e-02
  1e+08  1.0839e-03  1.0844e-03
\end{verbatim}
